# Why free-carrier absorption in a parabolic band needs momentum-relaxing scattering: test program

```python
# Result under test: an electron in one band of a perfect crystal cannot
# absorb a long-wavelength photon; static scatterers make absorption possible:
#   sigma = n/(m w^2 tau) * R(w/EF),
#   R(x) = ((1+x)^1.5 - max(0,1-x)^1.5)/(3x),  alpha = 4 pi sigma/(index c).
# Atomic units inside: n density, m band mass, w photon energy, tau lifetime
# at the Fermi energy EF, sigma real conductivity, alpha absorption coefficient.
# The closed form holds for contact scatterers, zero temperature, w*tau >> 1.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi
hartree_ev = sc.physical_constants['Hartree energy in eV'][0]
bohr_m = sc.physical_constants['Bohr radius'][0]
time_s = sc.physical_constants['atomic unit of time'][0]
bohr_ang, bohr_cm, bohr_nm = bohr_m * 1e10, bohr_m * 1e2, bohr_m * 1e9
light = 1 / sc.fine_structure


def show(label, value, unit='', fmt='.4g'):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def potential_matrix(samples, size):
    """Plane-wave matrix of a potential sampled evenly around a ring."""
    coeff = np.fft.fft(samples) / len(samples)
    i = np.arange(size)
    return coeff[(i[:, None] - i[None, :]) % len(samples)]


def contact_factor(x):
    return ((1 + x)**1.5 - max(0.0, 1 - x)**1.5) / (3 * x)


# ---- Crystal ring: selection rules from diagonalization of many cells ----
cells, cell_length, twist = 10, 6.0, 0.3
ring = cells * cell_length
j = np.arange(-60, 61)
k_ring = 2 * pi * (j + twist) / ring
x_ring = np.arange(512) * ring / 512
crystal = -0.3 * np.cos(2 * pi * x_ring / cell_length)
defect = -0.1 * np.exp(-(x_ring - ring / 2)**2 / 2)


def ring_states(potential):
    ham = np.diag(k_ring**2 / 2) + potential_matrix(potential, len(j))
    return np.linalg.eigh(ham)[1]


def largest_inband(states):
    band = states[:, :cells]
    mom = np.abs(band.conj().T @ (k_ring[:, None] * band))
    return np.max(mom - np.diag(np.diag(mom)))


perfect = ring_states(crystal)
band1, band2 = perfect[:, :cells], perfect[:, cells:2 * cells]
inband_perfect = largest_inband(perfect)
inband_defect = largest_inband(ring_states(crystal + defect))
inter = np.abs(band1.conj().T @ (k_ring[:, None] * band2))
assert inband_perfect < 1e-10
assert inband_defect > 1e-3
assert np.all((inter > 1e-8).sum(axis=1) == 1)
assert inter.max(axis=1).min() > 0.05
# A photon with one ring unit of wavevector must shift crystal momentum by one.
label = np.array([np.argmax(np.bincount(j % cells, np.abs(band1[:, s])**2,
                                        minlength=cells)) for s in range(cells)])
shift = np.eye(len(j), k=-1)
current_q = (k_ring[:, None] * shift + shift * k_ring[None, :]) / 2
hop = np.abs(band1.conj().T @ current_q @ band1)
assert np.all((hop > 1e-8).sum(axis=0) == 1)
assert np.all(label[np.argmax(hop, axis=0)] == (label + 1) % cells)

# ---- Two interacting electrons: parabolic and nonparabolic bands ----
k_one = 2 * pi * np.arange(-3, 4) / 10.0
k1, k2 = [a.ravel() for a in np.meshgrid(k_one, k_one, indexing='ij')]
same_total = np.abs((k1 + k2)[:, None] - (k1 + k2)[None, :]) < 1e-9
repulsion = np.where(same_total,
                     0.1 * np.exp(-(k1[:, None] - k1[None, :])**2 / 2), 0.0)


def pair_transition(energy, velocity):
    levels, vec = np.linalg.eigh(np.diag(energy(k1) + energy(k2)) + repulsion)
    cur = np.abs(vec.T @ ((velocity(k1) + velocity(k2))[:, None] * vec))
    return cur[np.abs(levels[:, None] - levels[None, :]) > 1e-4].max()


pair_parabolic = pair_transition(lambda k: k**2 / 2, lambda k: k)
pair_bent = pair_transition(lambda k: np.sqrt(1 + k**2) - 1,
                            lambda k: k / np.sqrt(1 + k**2))
assert pair_parabolic < 1e-9
assert pair_bent > 1e-3

# ---- Driven electron with a weak scatterer: propagation in time ----
length, n_wave = 20.0, 25
k_box = 2 * pi * (np.arange(-12, 13) + twist) / length
x_box = np.arange(256) * length / 256
bump = 2e-4 * np.exp(-(x_box - length / 2)**2 / 2)
v_box = potential_matrix(bump, n_wave)
static = np.diag(k_box**2 / 2) + v_box
levels, vec = np.linalg.eigh(static)
row_i, row_f = 12, 15
s_i = np.argmax(np.abs(vec[row_i]))
s_f = np.argmax(np.abs(vec[row_f]))
drive = levels[s_f] - levels[s_i]
a_peak, width = 0.02, 15.0


def motion(t, psi):
    a_t = a_peak * np.exp(-t**2 / (2 * width**2)) * np.cos(drive * t)
    return -1j * (static @ psi + a_t * k_box * psi)


run = solve_ivp(motion, (-6 * width, 6 * width), vec[:, s_i].astype(complex),
                method='DOP853', rtol=1e-11, atol=1e-13)
assert run.success
prob_time = abs(np.vdot(vec[:, s_f], run.y[:, -1]))**2
transfer = k_box[row_f] - k_box[row_i]
free_gap = (k_box[row_f]**2 - k_box[row_i]**2) / 2
pulse_area = a_peak * width * np.sqrt(2 * pi) / 2
prob_formula = (pulse_area * abs(v_box[row_f, row_i]) * transfer / free_gap)**2
assert abs(prob_time / prob_formula - 1) < 0.02  # higher orders are left out

# ---- Example inputs: rough regime of tin-doped indium oxide films ----
density_cm, mass, mobility = 5e20, 0.35, 40.0
eps_high, eps_static, thickness_nm = 4.0, 9.0, 200.0
photon_ev, gap_ev, bend_per_ev, temperature = 1.0, 3.5, 0.4, 300.0
density = density_cm * bohr_cm**3
photon = photon_ev / hartree_ev
tau_s = mobility * 1e-4 * mass * sc.m_e / sc.e
tau = tau_s / time_s
k_f = (3 * pi**2 * density)**(1 / 3)
e_f = k_f**2 / (2 * mass)
v_f = k_f / mass
ratio = photon / e_f


# ---- Absorbed power summed over explicit wavevectors and polarization ----
def summed_conductivity(w, strength):
    node, weight = np.polynomial.legendre.leggauss(200)
    low = max(0.0, e_f - w)
    en = low + (e_f - low) * (node + 1) / 2
    w_en = weight * (e_f - low) / 2
    c, w_c = np.polynomial.legendre.leggauss(6)
    ka = np.sqrt(2 * mass * en)[:, None, None]
    kb = np.sqrt(2 * mass * (en + w))[:, None, None]
    dk_z = kb * c[None, None, :] - ka * c[None, :, None]
    amp2 = (dk_z / (2 * mass * w**2))**2      # unit field amplitude
    states = (2 * pi * mass)**2 * ka * kb / (2 * pi)**6
    weights = w_en[:, None, None] * w_c[None, :, None] * w_c[None, None, :]
    power = np.sum(weights * states * 2 * w * 2 * pi * strength * amp2)
    return 2 * power


for w_test in (0.01 * e_f, 0.3 * e_f, photon):
    strength = 1e-3
    rate_test = strength * mass * k_f / pi
    closed = density * rate_test / (mass * w_test**2) * contact_factor(w_test / e_f)
    assert abs(summed_conductivity(w_test, strength) / closed - 1) < 1e-4
assert abs(contact_factor(0.01) - 1) < 1e-4


# ---- Other scatterers and band shapes, at the same mobility ----
def general_factor(w, bend, screen2):
    """Conductivity over n/(m w^2 tau); m is k/v at the Fermi surface.
    Band: E(1+bend*E)=k^2/(2 m0); scatterer: 1/(Q^2+screen2)."""
    b = 2 * bend * k_f**2
    m0 = (-b + np.sqrt(b**2 + 4 * mass**2)) / 2
    top = k_f**2 / (m0 + mass)
    node, weight = np.polynomial.legendre.leggauss(200)
    low = max(0.0, top - w)
    en = low + (top - low) * (node + 1) / 2
    w_en = weight * (top - low) / 2

    def k_and_v(e):
        k = np.sqrt(2 * m0 * e * (1 + bend * e))
        return k, k / (m0 * (1 + 2 * bend * e))

    ka, va = k_and_v(en)
    kb, vb = k_and_v(en + w)
    dos = ka**2 / (2 * pi**2 * va) * kb**2 / (2 * pi**2 * vb)
    c, w_c = np.polynomial.legendre.leggauss(200)
    q2 = (ka**2 + kb**2)[:, None] - 2 * (ka * kb)[:, None] * c
    dv2 = (va**2 + vb**2)[:, None] - 2 * (va * vb)[:, None] * c
    mean = (dv2 / 3 / (q2 + screen2)**2) @ w_c / 2
    sigma_g = 2 * pi / w**3 * np.sum(w_en * dos * mean)
    dos_f = k_f * mass / (2 * pi**2)
    back = (1 - c) / (2 * k_f**2 * (1 - c) + screen2)**2
    rate = 2 * pi * dos_f * np.sum(w_c * back) / 2
    return sigma_g / (density * rate / (mass * w**2))


bend = bend_per_ev * hartree_ev
screen2 = 4 * k_f * mass / (pi * eps_static)
factor = contact_factor(ratio)
assert abs(general_factor(photon, 0.0, 1e6) / factor - 1) < 1e-4
assert abs(general_factor(0.01 * e_f, bend, screen2) - 1) < 0.01
factor_bent = general_factor(photon, bend, 1e6)
factor_charged = general_factor(photon, 0.0, screen2)
factor_both = general_factor(photon, bend, screen2)

# ---- Temperature, with density and scatterers held fixed ----
kt_ev = sc.k * temperature / sc.e
t = kt_ev / hartree_ev / e_f
end = 1 + 40 * t


def filling(mu):
    return quad(lambda x: np.sqrt(x) * expit((mu - x) / t), 0, end,
                points=[1.0], limit=200)[0] - 2 / 3


mu = brentq(filling, 0.8, 1.1)
factor_warm = quad(lambda x: np.sqrt(x * (x + ratio)) * (2 * x + ratio)
                   * (expit((mu - x) / t) - expit((mu - x - ratio) / t)),
                   0, end, points=[1.0], limit=200)[0] / (2 * ratio)

# ---- Absorption coefficient of the example ----
drude_high = density / (mass * photon**2 * tau)
sigma = drude_high * factor


def optics(sig):
    eps = (eps_high - 4 * pi * density / (mass * photon**2)
           + 4j * pi * sig / photon)
    root = np.sqrt(eps)
    return root.real, 4 * pi * sig / (root.real * light), root.imag


index, alpha, extinction = optics(sigma)
assert abs(alpha / (2 * photon * extinction / light) - 1) < 1e-9
alpha_cm = alpha / bohr_cm
alpha_both_cm = optics(drude_high * factor_both)[1] / bohr_cm
film_loss = 1 - np.exp(-alpha * thickness_nm / bohr_nm)
sigma_si = sigma * sc.e**2 / (sc.hbar * bohr_m)

# ---- Conservation laws for the example without scattering ----
q = index * photon / light
k_scan = np.linspace(0, k_f, 201)[:, None]
c_scan = np.linspace(-1, 1, 201)[None, :]
gain_scan = ((k_scan**2 + q**2 + 2 * k_scan * q * c_scan) - k_scan**2) / (2 * mass)
max_gain = v_f * q + q**2 / (2 * mass)
assert abs(gain_scan.max() / max_gain - 1) < 1e-9
assert max_gain < 0.05 * photon
k_needed = brentq(lambda k: ((k + q)**2 - k**2) / (2 * mass) - photon, 0, 1e4)
v_needed = light / index - q / (2 * mass)
assert abs(k_needed / mass / v_needed - 1) < 1e-7
b = 2 * bend * k_f**2
m_bottom = (-b + np.sqrt(b**2 + 4 * mass**2)) / 2


def bent_energy(k):
    return (np.sqrt(1 + 2 * bend * k**2 / m_bottom) - 1) / (2 * bend)


k_wide = np.linspace(0, 20, 20001)
bent_gain = np.max(bent_energy(k_wide + q) - bent_energy(k_wide))
assert abs(bent_gain / (q / np.sqrt(2 * m_bottom * bend)) - 1) < 1e-3
assert bent_gain < 0.05 * photon
k_final = np.sqrt(2 * mass * (e_f + photon))
missing = k_final - k_f - q

show('Carrier density', density_cm, 'cm^-3')
show('Band mass', mass, 'electron masses')
show('Mobility', mobility, 'cm2/Vs')
show('High-frequency permittivity', eps_high)
show('Static permittivity', eps_static)
show('Film thickness', thickness_nm, 'nm')
show('Photon energy', photon_ev, 'eV')
show('Vacuum wavelength', 2 * pi * light / photon * bohr_nm, 'nm')
show('Fermi wavevector', k_f / bohr_ang, '1/angstrom')
show('Fermi energy', e_f * hartree_ev, 'eV')
show('Lifetime', tau_s * 1e15, 'fs')
show('Photon energy times lifetime / hbar', photon * tau)
show('Refractive index', index)
show('Photon wavevector', q / bohr_ang, '1/angstrom', '.3e')
show('Largest gain without scattering', max_gain * hartree_ev, 'eV')
show('Same, bent band, any k', bent_gain * hartree_ev, 'eV')
show('Needed speed / Fermi speed', v_needed / v_f)
show('Needed speed / vacuum light speed', v_needed / light)
show('Parabolic energy at needed speed',
     mass * v_needed**2 / 2 * hartree_ev, 'eV')
show('Final wavevector from Fermi level', k_final / bohr_ang, '1/angstrom')
show('Least missing wavevector', missing / bohr_ang, '1/angstrom')
show('Missing / photon wavevector', missing / q)
show('Ring momentum element, perfect band', inband_perfect, 'a.u.', '.0e')
show('Same, with defect', inband_defect, 'a.u.')
show('Smallest vertical interband element', inter.max(axis=1).min(), 'a.u.')
show('Pair current element, parabolic', pair_parabolic, 'a.u.', '.0e')
show('Pair current element, bent band', pair_bent, 'a.u.')
show('Transition probability, propagated', prob_time, '', '.4e')
show('Transition probability, formula', prob_formula, '', '.4e')
show('Photon energy / Fermi energy', ratio)
show('Factor R, contact scatterers', factor)
show('Optical conductivity', sigma_si / 100, 'S/cm')
show('Absorption coefficient', alpha_cm, '1/cm')
show('Absorption length', bohr_nm / alpha, 'nm')
show('Single-pass film absorption', 100 * film_loss, 'percent')
show('Nonparabolicity parameter', bend_per_ev, '1/eV')
show('Bent-band bottom mass', m_bottom, 'electron masses')
show('Factor, bent band', factor_bent)
show('Factor, screened charges', factor_charged)
show('Factor, both changes', factor_both)
show('Absorption coefficient, both', alpha_both_cm, '1/cm')
show('Temperature', temperature, 'K')
show('Thermal energy', kt_ev, 'eV')
show('Factor R at this temperature', factor_warm)
show('Lifetime broadening', hartree_ev / tau, 'eV')
show('Drude correction 1/(w tau)^2', 1 / (photon * tau)**2)
show('Mean free path', v_f * tau * bohr_nm, 'nm')
show('Mean free path / thickness', v_f * tau * bohr_nm / thickness_nm)
show('Interband gap, rough input', gap_ev, 'eV')
show('Photon energy / gap', photon_ev / gap_ev)
print('no test failed')
```

Running it gives:

```
Carrier density: 5e+20 cm^-3
Band mass: 0.35 electron masses
Mobility: 40 cm2/Vs
High-frequency permittivity: 4
Static permittivity: 9
Film thickness: 200 nm
Photon energy: 1 eV
Vacuum wavelength: 1240 nm
Fermi wavevector: 0.2455 1/angstrom
Fermi energy: 0.6563 eV
Lifetime: 7.96 fs
Photon energy times lifetime / hbar: 12.09
Refractive index: 1.426
Photon wavevector: 7.225e-04 1/angstrom
Largest gain without scattering: 0.003868 eV
Same, bent band, any k: 0.004848 eV
Needed speed / Fermi speed: 258.9
Needed speed / vacuum light speed: 0.7014
Parabolic energy at needed speed: 4.399e+04 eV
Final wavevector from Fermi level: 0.3901 1/angstrom
Least missing wavevector: 0.1438 1/angstrom
Missing / photon wavevector: 199
Ring momentum element, perfect band: 6e-14 a.u.
Same, with defect: 0.07799 a.u.
Smallest vertical interband element: 0.3186 a.u.
Pair current element, parabolic: 7e-15 a.u.
Pair current element, bent band: 0.1447 a.u.
Transition probability, propagated: 1.1388e-10
Transition probability, formula: 1.1427e-10
Photon energy / Fermi energy: 1.524
Factor R, contact scatterers: 0.8771
Optical conductivity: 19.22 S/cm
Absorption coefficient: 5078 1/cm
Absorption length: 1969 nm
Single-pass film absorption: 9.657 percent
Nonparabolicity parameter: 0.4 1/eV
Bent-band bottom mass: 0.2115 electron masses
Factor, bent band: 0.9101
Factor, screened charges: 0.5433
Factor, both changes: 0.4407
Absorption coefficient, both: 2553 1/cm
Temperature: 300 K
Thermal energy: 0.02585 eV
Factor R at this temperature: 0.8807
Lifetime broadening: 0.08269 eV
Drude correction 1/(w tau)^2: 0.006838
Mean free path: 6.465 nm
Mean free path / thickness: 0.03232
Interband gap, rough input: 3.5 eV
Photon energy / gap: 0.2857
no test failed
```
